# Zero Net Growth of Facets Under Vertical Deposition and Sputtering: verification in Python

```python
"""
Result under test: a facet at angle theta under vertical depositing and
sputtering beams has zero net growth where y(theta) = D/S.
  D : gross flat-surface deposition rate (without sputtering), nm/min
  S : flat-surface sputter rate, nm/min
  y : sputter yield at theta divided by yield at normal incidence
  u = 1/cos(theta), p = tan(theta), h = surface height
Yield model: y = u**f * exp(-f*c*(u-1)), c = cosine of the peak angle.
All parameters are round, rough values for biased ionized copper deposition.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

D, S = 120.0, 80.0
R = D / S
f_exp, peak_deg = 3.0, 60.0
c_peak = np.cos(np.radians(peak_deg))
run_time = 0.5
gap, facet_width, trench_depth = 100.0, 20.0, 200.0
neutral_share = 0.10
ion_energy, ion_temperature = 200.0, 0.5
sticking_loss = 0.05


def yield_cos(cosine, c=c_peak):
    u = 1.0 / cosine
    return u**f_exp * np.exp(-f_exp * c * (u - 1.0))


def yield_deg(angle, c=c_peak):
    return yield_cos(np.cos(np.radians(angle)), c)


def yield_slope(p):
    return yield_cos(1.0 / np.sqrt(1.0 + p * p))


def lambert_angle(ratio, branch, c=c_peak):
    w = lambertw(-c * np.exp(-c) * ratio**(1.0 / f_exp), branch)
    assert abs(w.imag) < 1e-12
    return np.degrees(np.arccos(-c / w.real))


def normal_rate(angle):
    return np.cos(np.radians(angle)) * (D - S * yield_deg(angle))


# Peak and zero angles: closed forms against numerical search
y_max = c_peak**(-f_exp) * np.exp(-f_exp * (1.0 - c_peak))
search = minimize_scalar(lambda a: -yield_deg(a), bounds=(1, 88),
                         method="bounded", options={"xatol": 1e-9})
assert abs(-search.fun - y_max) < 1e-9
assert abs(search.x - peak_deg) < 1e-3
theta_low = lambert_angle(R, 0)
theta_high = lambert_angle(R, -1)
root_low = brentq(lambda a: yield_deg(a) - R, 1, peak_deg)
root_high = brentq(lambda a: yield_deg(a) - R, peak_deg, 89)
assert abs(theta_low - root_low) < 1e-8
assert abs(theta_high - root_high) < 1e-8

# Number of zeros in the three regimes, and signs around them
scan = np.linspace(0.01, 89.0, 20001)
for ratio, expected in ((0.5, 1), (R, 2), (1.05 * y_max, 0)):
    signs = np.sign(ratio - yield_deg(scan))
    assert np.count_nonzero(np.diff(signs)) == expected
assert normal_rate(theta_low - 2) > 0 > normal_rate(theta_low + 2)
assert normal_rate(theta_high - 2) < 0 < normal_rate(theta_high + 2)

# Count vertical rays on a rotated unit facet; each adds and removes area
rays = (np.arange(400000) + 0.5) / 200000.0 - 1.0
area_per_ray = 2.0 / rays.size
ray_error = 0.0
for angle in (0.0, 25.0, theta_low, 60.0, theta_high, 80.0):
    tangent = np.exp(-1j * np.radians(angle))
    ends = np.array([-0.5, 0.5]) * tangent
    hits = np.count_nonzero((rays > ends[0].real) & (rays < ends[1].real))
    normal = 1j * tangent
    incidence_cosine = np.dot([0.0, -1.0], [-normal.real, -normal.imag])
    gain = hits * area_per_ray * D
    loss = hits * area_per_ray * S * yield_cos(incidence_cosine)
    counted_rate = (gain - loss) / abs(ends[1] - ends[0])
    ray_error = max(ray_error, abs(counted_rate - normal_rate(angle)))
assert ray_error < 2e-3

# Facet selected by a steep corner: tangent condition against chord search
p_low = np.tan(np.radians(theta_low))
p_peak = np.tan(np.radians(peak_deg))


def yield_derivative(p, step=1e-5):
    return (yield_slope(p + step) - yield_slope(p - step)) / (2 * step)


p_selected = brentq(lambda p: p * yield_derivative(p)
                    - yield_slope(p) + 1, 0.8, p_peak)
chord = minimize_scalar(lambda p: -(yield_slope(p) - 1) / p,
                        bounds=(0.2, 4), method="bounded")
assert abs(chord.x - p_selected) < 1e-3
assert p_low < p_selected
theta_selected = np.degrees(np.arctan(p_selected))


# Monotone finite-difference motion of a convex corner
def evolve(steep, dx):
    half = int(round(40.0 / dx))
    x = np.arange(-half, half + 1) * dx
    h = np.minimum(0.0, -steep * x)
    p = np.linspace(0, steep, 4001)
    alpha = 1.02 * S * np.max(np.abs(yield_derivative(p)))
    steps = int(np.ceil(run_time * alpha / (0.9 * dx)))
    dt = run_time / steps
    for _ in range(steps):
        s = np.concatenate(([0.0], -np.diff(h) / dx, [steep]))
        left, right = s[:-1], s[1:]
        rate = D - S * yield_slope(0.5 * (left + right))
        h = h + dt * (rate + 0.5 * alpha * (left - right))
    return x, h


def corner_formula(x, steep):
    h = np.full(x.shape, np.inf)
    for p in np.linspace(0, steep, 2001):
        h = np.minimum(h, -p * x + run_time * (D - S * yield_slope(p)))
    return h


steep_wall = 4.0
corner_errors = {}
for steep in (p_low, steep_wall):
    errors = []
    for dx in (0.05, 0.025):
        x, h = evolve(steep, dx)
        errors.append(np.max(np.abs(h - corner_formula(x, steep))))
    # First-order scheme: the error must be small and fall with the mesh
    assert errors[1] < 0.6 and errors[1] < 0.75 * errors[0]
    corner_errors[steep] = errors
    if steep == p_low:
        sharp = np.minimum(run_time * (D - S), -p_low * x)
        assert np.max(np.abs(h - sharp)) < 0.6
        facet_drift = np.max(np.abs((h + p_low * x)[x > 5]))
        assert facet_drift < 1e-6
    else:
        slopes = -np.diff(h) / dx
        skipped_width = dx * np.count_nonzero((slopes > 0.3)
                                              & (slopes < p_low))
        fan_width = dx * np.count_nonzero((slopes > p_selected)
                                          & (slopes < p_peak))
        corner_height = h[np.argmin(np.abs(x))]
assert skipped_width < 1.0 and fan_width > 10.0
edge_speed = (D - S) / p_low
selected_edge_speed = S * (yield_slope(p_selected) - 1) / p_selected


# Flux from an isotropic sky on a tilted plane, relative to a flat one
def sky_quadrature(angle, n=600):
    t = np.radians(angle)
    polar = (np.arange(n) + 0.5) * (np.pi / 2) / n
    azimuth = (np.arange(n) + 0.5) * 2 * np.pi / n
    a, b = np.meshgrid(polar, azimuth, indexing="ij")
    dot = np.sin(t) * np.sin(a) * np.cos(b) + np.cos(t) * np.cos(a)
    cell = (np.pi / 2 / n) * (2 * np.pi / n)
    return np.sum(np.maximum(dot, 0) * np.sin(a)) * cell / np.pi


for angle in (20.0, theta_low, 70.0):
    assert abs(sky_quadrature(angle)
               - (1 + np.cos(np.radians(angle))) / 2) < 1e-4


# View factor between opposite long facets: crossed strings
def view_factor(angle):
    drop = facet_width * np.tan(np.radians(angle))
    length = np.hypot(facet_width, drop)
    crossed = 2 * np.hypot(gap + facet_width, drop)
    uncrossed = gap + (gap + 2 * facet_width)
    return (crossed - uncrossed) / (2 * length)


def view_quadrature(angle, n=400):
    t = np.radians(angle)
    q = (np.arange(n) + 0.5) / n
    drop = facet_width * np.tan(t)
    x1, z1 = -facet_width * (1 - q), -drop * q
    x2, z2 = gap + facet_width * q, -drop * (1 - q)
    dx = x2[None, :] - x1[:, None]
    dz = z2[None, :] - z1[:, None]
    r = np.hypot(dx, dz)
    cos1 = (dx * np.sin(t) + dz * np.cos(t)) / r
    cos2 = (dx * np.sin(t) - dz * np.cos(t)) / r
    length = np.hypot(facet_width, drop)
    return np.sum(cos1 * cos2 / (2 * r)) * length / n**2


for angle in (theta_low, 55.0):
    assert abs(view_factor(angle) - view_quadrature(angle)) < 1e-5


def corrected_balance(angle, share, redeposit):
    u = 1 / np.cos(np.radians(angle))
    returned = view_factor(angle) if redeposit else 0.0
    return (yield_deg(angle) * (1 - returned)
            - R * (1 + share * (u - 1) / 2))


theta_neutral = brentq(corrected_balance, 30, 56,
                       args=(neutral_share, False))
theta_redeposit = brentq(corrected_balance, 30, 56, args=(0.0, True))
theta_both = brentq(corrected_balance, 30, 56,
                    args=(neutral_share, True))
# The trench floor must lie below the facet plane, hence out of its view
floor_limit = (gap + facet_width) * np.tan(np.radians(theta_both))
assert trench_depth > floor_limit
share_search = minimize_scalar(
    lambda u: -2 * (yield_cos(1 / u) / R - 1) / (u - 1),
    bounds=(1.2, 3), method="bounded")
share_limit = -share_search.fun
for factor, exists in ((0.98, True), (1.02, False)):
    found = np.max(corrected_balance(scan, factor * share_limit, False)) > 0
    assert found == exists

# Ion angular spread from transverse thermal motion
spread = np.sqrt(ion_temperature / (2 * ion_energy))
nodes, weights = np.polynomial.hermite.hermgauss(20)
tx, ty = np.meshgrid(np.sqrt(2) * spread * nodes,
                     np.sqrt(2) * spread * nodes, indexing="ij")
weight = np.outer(weights, weights) / np.pi


def spread_sputter(angle):
    t = np.radians(angle)
    arrival = np.cos(t) + np.sin(t) * tx
    cosine = arrival / np.sqrt(1 + tx**2 + ty**2)
    return np.sum(weight * arrival * yield_cos(cosine))


theta_spread = brentq(lambda a: spread_sputter(a) / spread_sputter(0)
                      - R * np.cos(np.radians(a)), 30, 58)
theta_sticking = lambert_angle(R * (1 - sticking_loss), 0)
c55, c65 = np.cos(np.radians([55.0, 65.0]))
theta_peak65 = lambert_angle(R, 0, c65)
false_angle = lambert_angle((D - S) / S, -1)

print(f"Gross flat deposition rate D: {D:.0f} nm/min")
print(f"Flat sputter rate S: {S:.0f} nm/min")
print(f"Net flat growth rate: {D-S:.0f} nm/min")
print(f"Gross ratio D/S: {R:.3f} (no unit)")
print(f"Yield exponent f: {f_exp:.1f} (no unit)")
print(f"Yield peak angle: {peak_deg:.1f} degrees")
print(f"Peak relative yield: {y_max:.4f} (no unit)")
print(f"Lower zero-growth angle: {theta_low:.2f} degrees")
print(f"Upper zero-growth angle: {theta_high:.2f} degrees")
for angle in (0, 30, 60, 80):
    print(f"At {angle} degrees: relative yield {yield_deg(angle):.4f}, "
          f"normal rate {normal_rate(angle):.2f} nm/min")
print(f"Largest ray-count rate error: {ray_error:.1e} nm/min")
print(f"False angle from net rate over S: {false_angle:.2f} degrees")
print(f"Run time: {run_time:.2f} min")
print(f"Tangent of lower zero angle: {p_low:.4f} (no unit)")
print(f"Critical-facet top-edge retreat: {edge_speed:.2f} nm/min")
print(f"Critical-facet edge retreat in run: {edge_speed*run_time:.2f} nm")
print(f"Critical-facet numerical drift: {facet_drift:.1e} nm")
print(f"Steep-corner selected angle: {theta_selected:.2f} degrees")
print(f"Selected-facet edge retreat: {selected_edge_speed:.2f} nm/min")
print(f"Steep side slope in corner run: {steep_wall:.1f} (no unit)")
print(f"Width of skipped slopes 0.3 to critical: {skipped_width:.3f} nm")
print(f"Width of fan, selected to peak slope: {fan_width:.2f} nm")
print(f"Height at original corner, formula: {run_time*(D-S*y_max):.2f} nm")
print(f"Height at original corner, numerical: {corner_height:.2f} nm")
for label, steep in (("critical", p_low), ("steep", steep_wall)):
    e = corner_errors[steep]
    print(f"Height error, {label} corner, mesh 0.05 then 0.025 nm: "
          f"{e[0]:.3f}, {e[1]:.3f} nm")
print(f"Trench gap, facet width, depth: {gap:.0f}, {facet_width:.0f}, "
      f"{trench_depth:.0f} nm")
print(f"Depth beyond which floor is hidden: {floor_limit:.1f} nm")
print(f"Isotropic neutral share: {neutral_share:.2f} (no unit)")
print(f"Zero angle with neutrals: {theta_neutral:.2f} degrees")
print(f"Neutral share that removes the zero: {share_limit:.3f} (no unit)")
print(f"View factor at ideal zero: {view_factor(theta_low):.4f} (no unit)")
print(f"Zero angle with redeposition: {theta_redeposit:.2f} degrees")
print(f"Zero angle with neutrals and redeposition: {theta_both:.2f} degrees")
print(f"Ion energy, transverse temperature: {ion_energy:.0f}, "
      f"{ion_temperature:.1f} eV")
print(f"Ion angular spread per axis: {np.degrees(spread):.2f} degrees")
print(f"Zero angle with ion spread: {theta_spread:.2f} degrees")
print(f"Sticking loss on facet: {100*sticking_loss:.0f} percent")
print(f"Zero angle with sticking loss: {theta_sticking:.2f} degrees")
print(f"Peak relative yield if peak at 55 degrees: "
      f"{yield_cos(c55, c55):.4f} (no unit)")
print(f"Zero angle if yield peak at 65 degrees: {theta_peak65:.2f} degrees")
print("every check passed")
```

Output:

```
Gross flat deposition rate D: 120 nm/min
Flat sputter rate S: 80 nm/min
Net flat growth rate: 40 nm/min
Gross ratio D/S: 1.500 (no unit)
Yield exponent f: 3.0 (no unit)
Yield peak angle: 60.0 degrees
Peak relative yield: 1.7850 (no unit)
Lower zero-growth angle: 44.16 degrees
Upper zero-growth angle: 68.76 degrees
At 0 degrees: relative yield 1.0000, normal rate 40.00 nm/min
At 30 degrees: relative yield 1.2208, normal rate 19.35 nm/min
At 60 degrees: relative yield 1.7850, normal rate -11.40 nm/min
At 80 degrees: relative yield 0.1517, normal rate 18.73 nm/min
Largest ray-count rate error: 2.0e-04 nm/min
False angle from net rate over S: 77.00 degrees
Run time: 0.50 min
Tangent of lower zero angle: 0.9711 (no unit)
Critical-facet top-edge retreat: 41.19 nm/min
Critical-facet edge retreat in run: 20.60 nm
Critical-facet numerical drift: 7.0e-13 nm
Steep-corner selected angle: 50.09 degrees
Selected-facet edge retreat: 42.69 nm/min
Steep side slope in corner run: 4.0 (no unit)
Width of skipped slopes 0.3 to critical: 0.025 nm
Width of fan, selected to peak slope: 20.83 nm
Height at original corner, formula: -11.40 nm
Height at original corner, numerical: -11.50 nm
Height error, critical corner, mesh 0.05 then 0.025 nm: 0.014, 0.006 nm
Height error, steep corner, mesh 0.05 then 0.025 nm: 0.315, 0.179 nm
Trench gap, facet width, depth: 100, 20, 200 nm
Depth beyond which floor is hidden: 157.5 nm
Isotropic neutral share: 0.10 (no unit)
Zero angle with neutrals: 45.54 degrees
Neutral share that removes the zero: 0.428 (no unit)
View factor at ideal zero: 0.0560 (no unit)
Zero angle with redeposition: 49.17 degrees
Zero angle with neutrals and redeposition: 52.70 degrees
Ion energy, transverse temperature: 200, 0.5 eV
Ion angular spread per axis: 2.03 degrees
Zero angle with ion spread: 44.29 degrees
Sticking loss on facet: 5 percent
Zero angle with sticking loss: 40.83 degrees
Peak relative yield if peak at 55 degrees: 1.4745 (no unit)
Zero angle if yield peak at 65 degrees: 39.65 degrees
every check passed
```
